Constant photocurrent and subgap absorption in thin semiconducting films

Suppose the absorption edge of a thin oxide film is measured by sweeping the photon energy at fixed photon flux and recording the photocurrent. If the carrier lifetime falls as the carrier density rises, the current grows more slowly than the absorption. An exponential tail with a characteristic energy of 100 meV can then appear as one of 150 meV, though the optics and the electronics are free of error. The distortion comes from comparing photon energies at different carrier densities. Adjusting the light to hold the photocurrent constant removes it, under conditions that can be stated precisely.

**1. Setting and definitions**

A film of thickness d lies on glass between two coplanar electrodes of width W, separated by a gap L. A voltage V produces the field F = V/L along the film. Light of photon energy E arrives at normal incidence with photon flux Φ(E), counted in photons per area and time. The film absorbs the fraction A(E), and each absorbed photon releases η free electrons on average. The mean generation rate per volume is therefore

G = ηAΦ/d.

The free-electron density is n₀ in the dark and n = n₀ + Δn in the light. The photocurrent I is the steady current in the light minus the dark current. The lifetime τ is defined by the steady state, Δn = τG; it may depend on Δn. The absorption coefficient is α(E), and a subscript 0 on α, Φ, A, M, μ, τ or η marks its value at a reference photon energy E₀.

The assumptions are these.

(a) Electrons carry the current, and the contacts are ohmic: they replace each electron that leaves.

(b) The excess density is uniform through the film.

(c) The temperature and the dark state stay the same during the sweep.

(d) The light does not noticeably empty the states that absorb it.

**2. Theorem**

Let the mobility μ, the lifetime τ and the yield η have the same values at every photon energy used, with μ also the same in the dark and in the light. If Φ(E) is adjusted so that I is constant, then

A(E)Φ(E) = constant.

If in addition αd ≪ 1, so that A = M(E)αd with an optical factor M independent of α, then to leading order in αd

α/α₀ = (Φ₀/Φ)(M₀/M).

Where M is also constant, the relative absorption is inversely proportional to the incident photon flux.

**Proof.** The current density is qμnF, where q is the elementary charge, and the current flows through the cross-section Wd. Subtracting the dark current gives

I = qμFWd(n₀ + Δn) − qμFWd n₀ = qμFWdΔn.

Insert Δn = τG and then G = ηAΦ/d. The thickness cancels:

I = qμFWd·τ·ηAΦ/d = qFW·μτη·AΦ.

Equate this current at E and at E₀. The common factor qFW drops out, leaving

μτη·AΦ = μ₀τ₀η₀·A₀Φ₀,

A/A₀ = (Φ₀/Φ)·(μ₀τ₀η₀)/(μτη).

By hypothesis the last fraction is one, which proves the first claim. Substituting A = Mαd and A₀ = M₀α₀d gives Mα/(M₀α₀) = Φ₀/Φ. Multiplication by M₀/M gives the second claim. ∎

**Remark on scale and units.** The theorem gives ratios. An absolute α needs one known value, the anchor. The flux must also count photons. If the lamp is calibrated in power per area, P = ΦE, then 1/Φ = E/P. Using 1/P instead multiplies the relative spectrum by E₀/E, which for E₀ = 2.6 eV and E = 2.0 eV is a factor of 1.3.

**Remark on gain.** The area WL absorbs AΦWL photons per unit time. Dividing the electron current I/q by this number, with F = V/L, gives

g = ημτF/L = ημτV/L².

For η = 1 this is the lifetime divided by the transit time L²/(μV). It can be far above one because the contacts resupply electrons while the trapped holes remain. If the contacts fail to do so, assumption (a) fails.

**3. Why constant current can keep the lifetime fixed**

The theorem takes constancy of μ and τ as a hypothesis. The next result shows when the measurement itself secures it.

**Lemma 1.** Suppose μ depends on n alone, τ depends on Δn alone, and the product μ(n)n rises strictly with n. Then, at fixed n₀ and F, a constant photocurrent fixes Δn, μ, τ and G.

**Proof.** With density-dependent mobility the photocurrent is

I = qFWd[μ(n)n − μ(n₀)n₀].

The second term is constant and the first rises strictly with n. One value of I therefore belongs to one value of n, and hence of Δn. This fixes μ(n) and τ(Δn), and then G = Δn/τ. ∎

Since ηAΦ = Gd, constant η again gives constant AΦ. The theorem's conclusion thus survives a mobility that differs between dark and light, provided it is a function of density alone. The current need not be proportional to the light.

A simple model shows the lemma at work. Let free electrons recombine with immobile trapped holes of density p at the rate Cnp. Neglect trapped holes in the dark and the trapping of excess electrons. Charge neutrality then requires p = Δn, and

dΔn/dt = G − C(n₀ + Δn)Δn.

In the steady state the left side vanishes, so

G = C(n₀ + Δn)Δn, τ = Δn/G = 1/[C(n₀ + Δn)].

The lifetime is not a constant of the material, but it is a function of Δn. Constant current therefore holds it fixed.

**Corollary: the constant-flux error.** In this model, take the logarithm of G and differentiate with respect to ln Δn at fixed n₀:

d ln G/d ln Δn = 1 + Δn/(n₀ + Δn) = (n₀ + 2Δn)/(n₀ + Δn).

For constant mobility I is proportional to Δn, so the local exponent in I ∝ G^γ is the reciprocal:

γ = d ln I/d ln G = (n₀ + Δn)/(n₀ + 2Δn).

Consider an exponential tail α ∝ exp(E/E_U), with weak absorption and with M and η constant. At fixed flux G ∝ α, hence

d ln I/dE = γ·d ln α/dE = γ/E_U.

The local apparent tail energy is E_U/γ; it changes along the sweep, because Δn does. For Δn ≪ n₀, γ tends to 1 and the fixed-flux spectrum is faithful. For Δn ≫ n₀, γ tends to 1/2 and the apparent tail energy doubles. At Δn = n₀, γ = 2/3, and 100 meV becomes 150 meV, the case described at the start. At constant current Φ ∝ 1/α, so the slope of ln(1/Φ) is 1/E_U at any set density.

**4. The optical factor**

**Lemma 2.** Let light come from air onto a film of refractive index n_f on glass of index n_g, with n_f > n_g and the glass treated as infinitely thick. To leading order in αd, A = Mαd with

M = n_f·[2/(n_f + 1)]²·[1 + r_s² + 2r_s(sin u)/u] / [1 + ρ² − 2ρ cos u],

where r_s = (n_f − n_g)/(n_f + n_g), r_a = (n_f − 1)/(n_f + 1), ρ = r_a r_s, u = 2kd and k = n_f E/(ħc).

**Proof.** Write the complex index of the film as n_f + iκ. A travelling wave then loses intensity at the rate α = 2κω/c, with ω = E/ħ. The imaginary part of the relative permittivity is 2n_fκ, so the time-averaged power absorbed per volume where the field amplitude is 𝓔 is

½ωε₀·2n_fκ|𝓔|² = ½cε₀·αn_f|𝓔|².

The second form uses 2κω = αc. The incident intensity in air is ½cε₀|𝓔_inc|². Dividing by it and integrating over the thickness gives

A = αd·n_f⟨|𝓔|²⟩/|𝓔_inc|²,

where the brackets denote the average over depth. This identifies M. To leading order the field may be computed with κ = 0.

Let z run from the air face to the glass. The forward wave and the wave reflected at the glass add to

𝓔(z) = a[e^{ikz} + r_s e^{2ikd}e^{−ikz}].

At z = d the second term is r_s times the first, as required. At z = 0 the forward amplitude a is the transmitted incident wave plus the returning wave reflected at the air face:

a = 2𝓔_inc/(n_f + 1) + r_a r_s e^{iu}a,

a = [2𝓔_inc/(n_f + 1)]/(1 − ρe^{iu}).

The squared modulus of the denominator is 1 + ρ² − 2ρ cos u. The squared modulus of the bracket in 𝓔(z) is

1 + r_s² + 2r_s cos[2k(d − z)].

The depth average of the cosine is (1/d)∫₀^d cos[2k(d − z)]dz = (sin 2kd)/(2kd) = (sin u)/u. Collecting the factors gives M. ∎

If the glass has the same index as the film, r_s = ρ = 0 and M = 4n_f/(n_f + 1)². This is 1 − R, with R the reflectance of the front face. In that case M is constant when n_f is constant. With a reflecting back interface, M varies with E through u even when n_f does not, and the bare law acquires fringes.

**Remark on saturation.** Without a returning wave, A = (1 − R)(1 − e^{−αd}). Expanding the exponential,

(1 − e^{−αd})/(αd) = 1 − αd/2 + …,

so the linear law reads low by the relative amount αd/2 to first order. An anchor α₀ allows a correction. Put B = Φ₀M₀/(ΦM), with M = 1 − R here. Constant AΦ gives

1 − e^{−αd} = B(1 − e^{−α₀d}),

α = −(1/d) ln[1 − B(1 − e^{−α₀d})].

For a film with interference, using M from Lemma 2 in this formula is an approximation. It treats the damping as that of a single pass.

**5. Worked example**

The parameters are rough values in the regime of amorphous In-Ga-Zn-O: d = 200 nm, n_f = 2.0 and n_g = 1.5, both held fixed with energy, μ = 10 cm²/Vs, n₀ = 10¹⁵ cm⁻³ and η = 1. The coefficient C = 10⁻¹⁵ cm³/s is chosen to make recombination slow. The gap is 0.01 cm, the width 1 cm and the bias 1 V, so F = 100 V/cm. The set excess density is Δn = n₀.

With d = 2 × 10⁻⁵ cm, the set photocurrent is

I = 1.602 × 10⁻¹⁹ × 10 × 100 × 1 × 2 × 10⁻⁵ × 10¹⁵ A = 3.204 µA.

The dark current is equal to it, since Δn = n₀. The other quantities at the set point are

τ = 1/(10⁻¹⁵ × 2 × 10¹⁵) s = 0.5 s,

G = 10¹⁵/0.5 = 2 × 10¹⁵ cm⁻³ s⁻¹,

AΦ = Gd = 4 × 10¹⁰ cm⁻² s⁻¹,

g = 10 × 0.5 × 1/0.01² = 5 × 10⁴.

The input absorption, with E in eV and α in cm⁻¹, is a tail plus a deep-state shoulder:

α = 10⁴ exp[(E − 3.1)/0.1] + 200/{1 + exp[−(E − 2.4)/0.1]}.

For each energy the absorbed fraction was computed with the characteristic matrix of the film, which keeps the complex index and all multiple reflections. The rate equation was integrated to its steady state, and a root search adjusted Φ until the photocurrent had its set value. In the table, the first error belongs to the bare ratio Φ₀/Φ, the second to the ratio corrected by M₀/M. Both are relative to the input α/α₀, with E₀ = 2.6 eV.

E (eV) | α (cm⁻¹) | Φ (cm⁻² s⁻¹) | bare | with M
2.0 | 3.76 | 5.82 × 10¹⁴ | +7.9 % | +0.2 %
2.2 | 25.1 | 9.41 × 10¹³ | +0.2 % | +0.2 %
2.4 | 109 | 2.23 × 10¹³ | −2.9 % | +0.1 %
2.6 | 244 | 9.71 × 10¹² | 0 | 0
2.8 | 694 | 3.17 × 10¹² | +7.3 % | −0.5 %
3.0 | 3878 | 5.49 × 10¹¹ | +11.0 % | −4.2 %
3.1 | 10200 | 2.22 × 10¹¹ | +4.6 % | −11.3 %

At 2.8 eV the bare ratio is 9.705/3.173 = 3.059. Lemma 2 gives M = 0.914 there and M₀ = 0.848, so the corrected ratio is 3.059 × 0.848/0.914 ≈ 2.84. The input ratio is 2.85.

The bare errors at low absorption are interference: M/M₀ runs from 0.970 to 1.179 between 2.0 and 3.1 eV. At 3.1 eV the bare ratio looks better than the corrected one because two errors oppose each other. Interference multiplies the ratio by 1.000/0.848 = 1.179, and saturation by about 0.887; their product is 1.046. Correcting the first alone exposes the second. There αd = 0.204, so the first-order estimate αd/2 predicts a shortfall of about 10 %.

The logarithmic correction reduces the error to −0.7 % at 3.0 eV and −2.5 % at 3.1 eV. What remains comes from effects that the single-pass formula omits: damping of the returning wave and the change of the interface reflections by κ. The first accounts for nearly all of it: keeping the damping but using the real interface coefficients gives −0.8 % and −2.4 %.

**6. When the lifetime changes at constant current**

Lemma 1 fails if τ depends on how the carriers were made as well as on their number. Let a fraction x of the holes go to centre a and the rest to centre b, with recombination coefficients C_a and C_b. In the steady state each centre balances separately:

xG = C_a n p_a, (1 − x)G = C_b n p_b.

Solve for the hole densities and add them, using p_a + p_b = Δn:

Δn = (G/n)[x/C_a + (1 − x)/C_b],

τ = [x/C_a + (1 − x)/C_b]/n.

If C_a and C_b differ and x varies with E, then τ varies with E at fixed Δn. From the proof of the theorem, with μ and η fixed, Φ₀/Φ = (A/A₀)(τ/τ₀), so the inferred absorption carries the false factor τ/τ₀. Suppose C_b = 2C_a and all holes go to a at the reference energy. Where half of them go to b, the factor is 0.5 + 0.5/2 = 0.75. Where all go to b, it is 0.5.

Repeating the sweep at another set current does not reveal this fault if x and the two coefficients are unchanged, because n cancels from τ/τ₀. A yield η that varies with E enters in the same way, as the factor η/η₀. Absorption that releases no free electron adds nothing to the photocurrent. While the total absorption is weak, it goes unseen; when it is strong, it takes light from the other transitions. This lowers the inferred relative absorption at that energy if the inactive absorption is weak at E₀; if it is strong only at E₀, the inferred values at the other energies are too high.

**7. Other errors in the example**

A drift of the dark state during the sweep changes the inferred absorption. Let n₀ rise by 5 % through holes that recombine too slowly to matter, while the old dark current is still subtracted. The set current then fixes n at 2 × 10¹⁵ cm⁻³, but the freshly made holes number only 0.95 × 10¹⁵ cm⁻³. Since G = Cnp, the required flux falls by 5 %, and the inferred absorption rises by 1/0.95 − 1 ≈ 5 %.

Warming by 1 K from 300 K, with a mobility activated by an assumed 0.05 eV, multiplies the mobility by f = 1.0064. With the old dark current subtracted, the excess needed is (n₀ + Δn)/f − n₀, which is 1.3 % smaller, and n is 0.6 % smaller. The flux, proportional to nΔn, falls by 1.9 %. This holds n₀ and C fixed. If instead the Fermi level stays pinned at its depth of 0.22 eV below the band (for the mass used below), n₀ itself rises by 3.4 % per kelvin and acts as the drift above, and the flux falls by about 5.3 %. Joule heating is not the cause of such a change: 6.4 µW over 0.01 cm², conducted straight through 0.7 mm of glass of conductivity 0.01 W/(cm K), gives about 0.0045 K.

Uniform density is not guaranteed. For a relative permittivity of 10 the Debye length √(εk_BT/q²n) is 85 nm, less than the thickness, and immobile holes can hold electrons near where they were made. In the opposite limit of no spreading, each depth obeys the steady-state equation with its own G. Solving it for the computed field profiles, and rescaling the flux to keep the mean Δn, changes the relative absorption by at most 0.13 % at the seven energies. This assumes uncharged surfaces. The film holds only n₀d = 2 × 10¹⁰ dark electrons per cm², and a band bending of order 0.04 V would deplete it. With a fixed negative charge of 10¹⁰ cm⁻² at the air face, solving Poisson's equation across the film with immobile holes raises the error to as much as 1.6 %.

With 10²⁰ cm⁻³ deep states, the set excess empties a fraction of 10⁻⁵. For an effective mass of 0.35 electron masses, n is 4 × 10⁻⁴ of the band density of states, so the electrons are non-degenerate. The back face of the glass reflects 4 % of the light reaching it. This was left out of M; the part of its effect that is common to all energies cancels in the ratio. If the returning light is added by intensity, without interference, the rest is below 0.4 % at the seven energies.

**8. Relation to real films**

A mobility near 10 cm²/Vs is typical of well-conducting amorphous In-Ga-Zn-O; at densities as low as 10¹⁵ cm⁻³ it can be smaller. By Lemma 1, a mobility that depends on density alone leaves the absorption ratio unchanged, though it alters the current and the gain. The dark density varies widely with oxygen content and treatment. A thickness of 200 nm is large for a transistor channel, which is usually some tens of nanometres; at 3.1 eV, films of 20, 40 and 60 nm with the optical constants of the example saturate by only about 3 %. For weak absorption G = ηMαΦ, so apart from the change in M a thinner film needs the same flux for the same generation rate per volume, but its photocurrent is smaller in proportion to d. The lifetime of 0.5 s is favourable, since photoconductivity in such oxides can persist for hours. Such persistence threatens the first of two assumptions that need checking: a stable dark state, and a recombination path and electron yield that do not depend on photon energy. At the set point of the example, failure of the first costs about 5 % for a 5 % drift, and failure of the second up to a factor of two for a twofold difference in recombination coefficient.

Returning to E₀ during the sweep tests the first assumption: with unchanged optics and set current, the required flux should return to its earlier value. It does not test the second: once the trapped holes have returned to their steady state for E₀, a change of path at other photon energies leaves no trace in the reading there. If one path is slow, its holes can persist and shift that reading too, so a shift alone does not tell which assumption has failed.
